# Roughness-limited mobility at long correlation length: the inverse-square-root density law: a numerical check

```python
"""Roughness-limited mobility of a degenerate two-dimensional electron gas.

Result under test, for k_F*L >> 1, no screening and no depletion charge:
    mu = 8*sqrt(2)*pi*eps^2*hbar^3*L / (m^2*e^3*D^2*sqrt(N))
N: sheet density; D: rms roughness; L: Gaussian correlation length;
m: effective mass; eps: permittivity; k_F = sqrt(2*pi*N), one valley, spin 2.
Roughness correlation: D^2*exp(-r^2/L^2). Mean field: F = e*N/(2*eps).
SI units are used except in the subband solver, which uses meV and nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson, cumulative_trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.special import j0, ive

e, hbar, kB = const.e, const.hbar, const.k
mass_ratio, kappa = 0.067, 12.9
m, eps = mass_ratio * const.m_e, kappa * const.epsilon_0
D, L, temperature = 0.2e-9, 800e-9, 0.3
N_ref = 4e14
densities = np.array([1e14, 2e14, 4e14])
meV = 1e-3 * e


def fermi_k(N):
    return np.sqrt(2 * np.pi * N)


def mean_field(N):
    return e * N / (2 * eps)


theta = np.linspace(0, np.pi, 20001)


def golden_rule_rate(k, N, length=L, q_screen=0.0):
    """Momentum relaxation rate by quadrature over scattering angle."""
    q = 2 * k * np.sin(theta / 2)
    spectrum = np.pi * D**2 * length**2 * np.exp(-(q * length)**2 / 4)
    if q_screen > 0:
        spectrum = spectrum * (q / (q + q_screen))**2
    angular = 2 * simpson(spectrum * 2 * np.sin(theta / 2)**2, x=theta)
    return m * (e * mean_field(N))**2 * angular / (2 * np.pi * hbar**3)


def mobility_quadrature(N, length=L, q_screen=0.0):
    return e / (m * golden_rule_rate(fermi_k(N), N, length, q_screen))


def mobility_formula(N):
    return (8 * np.sqrt(2) * np.pi * eps**2 * hbar**3 * L
            / (m**2 * e**3 * D**2 * np.sqrt(N)))


def log_slope(values):
    return np.log(values[-1] / values[0]) / np.log(densities[-1] / densities[0])


# Power spectrum from the definition, in units D = L = 1.
for q in (0.0, 1.0, 2.0, 3.0):
    transform = 2 * np.pi * quad(lambda r: r * j0(q * r) * np.exp(-r * r), 0, 8)[0]
    assert abs(transform - np.pi * np.exp(-q * q / 4)) < 1e-7

# Self-consistent ground subband at a hard wall, without depletion charge.
kinetic = hbar**2 / (2 * m) / meV * 1e18
field_wall = e**2 * N_ref / eps / meV * 1e-9
dz = 0.5
z = np.arange(0, 500 + dz / 2, dz)


def levels(potential, count=1):
    diagonal = 2 * kinetic / dz**2 + potential
    off_diagonal = np.full(len(potential) - 1, -kinetic / dz**2)
    return eigh_tridiagonal(diagonal, off_diagonal, select='i',
                            select_range=(0, count - 1))


potential = field_wall * 20 * (1 - np.exp(-z / 20))
change = np.inf
for iteration in range(250):
    energy, states = levels(potential[1:])
    density = np.concatenate(([0.0], states[:, 0]**2 / dz))
    cumulative = cumulative_trapezoid(density, dx=dz, initial=0)
    new_potential = field_wall * cumulative_trapezoid(1 - cumulative, dx=dz, initial=0)
    change = np.max(np.abs(new_potential - potential))
    if change < 1e-7:
        break
    potential = 0.6 * potential + 0.4 * new_potential
assert change < 1e-7

# Move the wall by one grid spacing each way with the potential held fixed.
energy_in = levels(potential[2:])[0][0]
energy_out = levels(potential)[0][0]
wall_force = (energy_in - energy_out) / (2 * dz)
force_formula = e * mean_field(N_ref) / meV * 1e-9
assert abs(wall_force / force_formula - 1) < 5e-3

two_levels = levels(potential[1:], 2)[0]
binding = potential[-1] - two_levels[0]
level_gap = two_levels[1] - two_levels[0]
mean_depth = np.sum(z * density) * dz
k_F = fermi_k(N_ref)
E_F = hbar**2 * k_F**2 / (2 * m)
assert min(binding, level_gap) > E_F / meV

# Angular quadrature against the closed mobility and the exact Bessel form.
mu_numeric = np.array([mobility_quadrature(N) for N in densities])
mu_closed = mobility_formula(densities)
correction = 3 / (4 * (fermi_k(densities) * L)**2)
assert np.all(np.abs(mu_closed / mu_numeric - 1 - correction) < 2e-4)
slope = log_slope(mu_numeric)
assert abs(slope + 0.5) < 0.005
for a in (0.3, 2.0, 20.0):
    u = 1 - np.cos(theta)
    angular = 2 * simpson(np.exp(-a * u) * u, x=theta)
    assert abs(angular / (2 * np.pi * (ive(0, a) - ive(1, a))) - 1) < 1e-7

# The opposite limit must give a different law.
L_short = 1.5e-9
slope_short = log_slope([mobility_quadrature(N, L_short) for N in densities])
assert abs(slope_short + 2) < 0.03

# Newtonian trajectories, units L = m = initial speed = 1.
# Direction variance grows as 2*rate*time; its slope gives the relaxation rate.
rng = np.random.default_rng(7)
particles, waves, amplitude, dt = 6000, 60, 0.01, 0.1
qx = rng.normal(0, np.sqrt(2), (particles, waves))
qy = rng.normal(0, np.sqrt(2), (particles, waves))
phase = rng.uniform(0, 2 * np.pi, (particles, waves))
x, y = np.zeros(particles), np.zeros(particles)
vx, vy = np.ones(particles), np.zeros(particles)
variance = {}
for step in range(1, 201):
    x += vx * dt / 2
    y += vy * dt / 2
    wave = np.sin(qx * x[:, None] + qy * y[:, None] + phase)
    scale = amplitude * np.sqrt(2 / waves)
    vx += dt * scale * np.sum(qx * wave, axis=1)
    vy += dt * scale * np.sum(qy * wave, axis=1)
    x += vx * dt / 2
    y += vy * dt / 2
    if step in (50, 200):
        variance[step] = np.mean(np.arctan2(vy, vx)**2)
trajectory_coefficient = ((variance[200] - variance[50])
                          / (2 * 150 * dt * amplitude**2))
rate = golden_rule_rate(k_F, N_ref)
speed = hbar * k_F / m
V_rms = e * mean_field(N_ref) * D
quantum_coefficient = rate * L / speed / (V_rms / (2 * E_F))**2
# Tolerance covers about four standard errors of the trajectory average.
assert abs(trajectory_coefficient / quantum_coefficient - 1) < 0.10

# Sizes of effects left out of the model.
q_TF = m * e**2 / (2 * np.pi * eps * hbar**2)
mu_screened = np.array([mobility_quadrature(N, L, q_TF) for N in densities])
screening_factor = mu_screened[-1] / mu_numeric[-1]
slope_screened = log_slope(mu_screened)
assert abs(slope_screened + 0.5) < 0.01

residual_depletion = 1e13
acceptors, band_bending = 1e19, 1.5
unbiased_depletion = np.sqrt(2 * eps * band_bending * acceptors / e)


def depletion_effect(N_d):
    ratio = 2 * N_d / N_ref
    return (1 + ratio)**-2, 1.5 - 2 / (1 + ratio)


# Check the depletion exponent by differencing the computed mobility.
def mobility_with_depletion(N, N_d):
    return mobility_quadrature(N) / (1 + 2 * N_d / N)**2


for N_d in (residual_depletion, unbiased_depletion):
    up, down = N_ref * 1.01, N_ref / 1.01
    local = np.log(mobility_with_depletion(up, N_d)
                   / mobility_with_depletion(down, N_d)) / np.log(up / down)
    assert abs(local - depletion_effect(N_d)[1]) < 0.003

s = np.linspace(-20, 20, 401)
E = E_F + s * kB * temperature
tau_E = np.array([1 / golden_rule_rate(np.sqrt(2 * m * en) / hbar, N_ref) for en in E])
thermal_factor = simpson(E * tau_E / (4 * np.cosh(s / 2)**2), x=s) * rate / E_F
barrier = 0.25 * e
decay_length = hbar / np.sqrt(2 * m * barrier)
penetration = e * mean_field(N_ref) / barrier * decay_length / 2
born_phase = V_rms * L / (hbar * speed)

print(f"effective mass: {mass_ratio:.3f} m0")
print(f"relative permittivity: {kappa:.1f}")
print(f"rms roughness D: {D*1e9:.2f} nm")
print(f"correlation length L: {L*1e9:.0f} nm")
print(f"temperature: {temperature:.1f} K")
print(f"main sheet density: {N_ref*1e-4:.2e} cm^-2")
print(f"mean field: {mean_field(N_ref)*1e-8:.5f} MV/cm")
print(f"level shift per wall shift, computed: {wall_force:.4f} meV/nm")
print(f"level shift per wall shift, formula: {force_formula:.4f} meV/nm")
print(f"mean electron depth: {mean_depth:.1f} nm")
print(f"Fermi energy: {E_F/meV:.3f} meV")
print(f"continuum edge above ground level: {binding:.3f} meV")
print(f"Fermi wave number: {k_F*1e-9:.5f} nm^-1")
print(f"Fermi wavelength: {2*np.pi/k_F*1e9:.1f} nm")
print(f"k_F L: {k_F*L:.2f} (dimensionless)")
print(f"rms scattering potential: {V_rms/meV:.4f} meV")
print(f"relaxation rate: {rate:.3e} s^-1")
print(f"relaxation time: {1e9/rate:.2f} ns")
print(f"mean free path: {speed/rate*1e3:.3f} mm")
for N, numerical, closed in zip(densities, mu_numeric, mu_closed):
    print(f"N = {N*1e-4:.1e} cm^-2: mobility, quadrature {numerical*1e4:.4e}, "
          f"formula {closed*1e4:.4e} cm^2/Vs")
print(f"leading rate correction at main density: {100*correction[-1]:.4f} %")
print(f"mobility exponent, long correlation: {slope:.4f} (dimensionless)")
print(f"short correlation length for contrast: {L_short*1e9:.1f} nm")
print(f"mobility exponent, short correlation: {slope_short:.4f} (dimensionless)")
print(f"rate coefficient, trajectories: {trajectory_coefficient:.3f} (dimensionless)")
print(f"rate coefficient, golden rule: {quantum_coefficient:.3f} (dimensionless)")
print(f"Thomas-Fermi wave number: {q_TF*1e-9:.4f} nm^-1")
print(f"mobility factor from screening: {screening_factor:.0f} (dimensionless)")
print(f"mobility exponent with screening: {slope_screened:.4f} (dimensionless)")
print(f"acceptor density without back gate: {acceptors*1e-6:.1e} cm^-3")
print(f"band bending without back gate: {band_bending:.1f} V")
for label, N_d in (("back-gated", residual_depletion), ("unbiased", unbiased_depletion)):
    factor, exponent = depletion_effect(N_d)
    print(f"{label} depletion density: {N_d*1e-4:.2e} cm^-2")
    print(f"{label} mobility factor: {factor:.3f}, exponent: {exponent:.3f} (dimensionless)")
print(f"mobility factor from temperature: {thermal_factor:.5f} (dimensionless)")
print(f"assumed barrier height: {barrier/e:.2f} eV")
print(f"estimated barrier penetration: {100*penetration:.4f} %")
print(f"Born phase: {born_phase:.3f} rad")
print("all assertions hold")
```

Running it gives:

```
effective mass: 0.067 m0
relative permittivity: 12.9
rms roughness D: 0.20 nm
correlation length L: 800 nm
temperature: 0.3 K
main sheet density: 4.00e+10 cm^-2
mean field: 0.00281 MV/cm
level shift per wall shift, computed: 0.2805 meV/nm
level shift per wall shift, formula: 0.2805 meV/nm
mean electron depth: 22.6 nm
Fermi energy: 1.429 meV
continuum edge above ground level: 1.460 meV
Fermi wave number: 0.05013 nm^-1
Fermi wavelength: 125.3 nm
k_F L: 40.11 (dimensionless)
rms scattering potential: 0.0561 meV
relaxation rate: 7.399e+07 s^-1
relaxation time: 13.52 ns
mean free path: 1.171 mm
N = 1.0e+10 cm^-2: mobility, quadrature 7.0863e+08, formula 7.0996e+08 cm^2/Vs
N = 2.0e+10 cm^-2: mobility, quadrature 5.0155e+08, formula 5.0201e+08 cm^2/Vs
N = 4.0e+10 cm^-2: mobility, quadrature 3.5481e+08, formula 3.5498e+08 cm^2/Vs
leading rate correction at main density: 0.0466 %
mobility exponent, long correlation: -0.4990 (dimensionless)
short correlation length for contrast: 1.5 nm
mobility exponent, short correlation: -1.9977 (dimensionless)
rate coefficient, trajectories: 1.665 (dimensionless)
rate coefficient, golden rule: 1.773 (dimensionless)
Thomas-Fermi wave number: 0.1963 nm^-1
mobility factor from screening: 4267 (dimensionless)
mobility exponent with screening: -0.4983 (dimensionless)
acceptor density without back gate: 1.0e+13 cm^-3
band bending without back gate: 1.5 V
back-gated depletion density: 1.00e+09 cm^-2
back-gated mobility factor: 0.907, exponent: -0.405 (dimensionless)
unbiased depletion density: 1.46e+10 cm^-2
unbiased mobility factor: 0.334, exponent: 0.345 (dimensionless)
mobility factor from temperature: 1.00202 (dimensionless)
assumed barrier height: 0.25 eV
estimated barrier penetration: 0.0846 %
Born phase: 0.787 rad
all assertions hold
```
